# Molecular polarizability from two field strengths with Richardson extrapolation and noise control

## Polarizability from finite fields

A polarizability taken from one finite difference of dipoles can be wrong in two opposite ways. For CO$_2$ along its axis, in the Hartree–Fock calculation described below, a central difference at a field of 0.0199 atomic units gives 23.846, while the zero-field derivative is 23.809. The field is too strong, and hyperpolarizability has leaked into the answer. A weaker field reduces that error but divides the unconverged part of the dipole by a smaller number. If each dipole is uncertain by $5.6\times10^{-6}$, a field of 0.001 leaves an uncertainty of $5.6\times10^{-3}$. With one difference, neither error can be seen from the number itself.

Two field strengths allow the leading hyperpolarizability error to be cancelled. If the dipoles are reasonably well converged, a stronger field then becomes usable, and the noise is amplified less. How strong it should be follows from balancing the next error term against the noise.

Hartree atomic units are used throughout.

### The expansion and the central difference

Let a uniform static field $F$ act along one axis, with perturbation $H'=-\hat\mu F$, where $\hat\mu$ is the dipole component along the field. For a variationally converged state in a field-independent basis, $\mu=-dE/dF$. The derivatives of the dipole at zero field are defined by

$$
\mu(F)=\mu_0+\alpha F+\frac{\beta F^2}{2}+\frac{\gamma F^3}{6}+\frac{\delta F^4}{24}+\frac{\varepsilon F^5}{120}+\dots
$$

This presupposes that the same electronic state is followed smoothly as the field changes. In a complete basis a static field lets an electron tunnel away, so the series is only asymptotic. In a finite basis it has a finite range, and all fields must stay well inside it.

Reversing the field changes the sign of the odd terms only. In $\mu(F)-\mu(-F)$ the even terms therefore cancel and the odd ones double. Division by $2F$ gives

$$
D(F)=\frac{\mu(F)-\mu(-F)}{2F}=\alpha+\frac{\gamma F^2}{6}+\frac{\varepsilon F^4}{120}+O(F^6).
$$

### Cancelling the second hyperpolarizability

At the doubled field,

$$
D(2F)=\alpha+\frac{4\gamma F^2}{6}+\frac{16\,\varepsilon F^4}{120}+O(F^6).
$$

Four times $D(F)$ contains the same $\gamma$ term as $D(2F)$. Subtraction removes it and leaves $3\alpha$, so the extrapolated value is

$$
R(F)=\frac{4D(F)-D(2F)}{3}
=\alpha+\frac{4-16}{3}\,\frac{\varepsilon F^4}{120}+O(F^6)
=\alpha-\frac{\varepsilon F^4}{30}+O(F^6).
$$

The value of $\gamma$ need not be known. The price is that the coefficient of $\varepsilon F^4$ is four times larger than in $D(F)$, with the opposite sign.

A two-state model without inversion symmetry shows the three orders separately. Its Hamiltonian has diagonal elements $\pm(0.1-F)$ and off-diagonal elements $-1$, so the ground energy is $E=-\sqrt{(0.1-F)^2+1}$. Differentiation gives $\beta=0.293$, $\gamma=-2.78$ and $\varepsilon=37.5$. With dipoles from diagonalization at $F=0.02$, the errors in $\alpha$ are:

- forward difference $[\mu(F)-\mu(0)]/F$: $2.7\times10^{-3}$, mainly $\beta F/2$;
- central difference: $-1.85\times10^{-4}$, which is $\gamma F^2/6$;
- Richardson value: $-2.0\times10^{-7}$, which is $-\varepsilon F^4/30$.

### What the extrapolation does to noise

Suppose each computed dipole differs from its converged value by at most $\eta$. Written in terms of the dipoles,

$$
R(F)=\frac{2}{3F}\,[\mu(F)-\mu(-F)]-\frac{1}{12F}\,[\mu(2F)-\mu(-2F)].
$$

The largest possible error is $\eta$ times the sum of the absolute weights,

$$
\eta\left(\frac{4}{3F}+\frac{1}{6F}\right)=\frac{3\eta}{2F}.
$$

It would be tempting to treat the four errors as independent and add them in quadrature. For a self-consistent calculation this is unsafe. If a molecule has inversion symmetry and the runs at $F$ and $-F$ start from the same symmetric density, every iteration of one is the mirror image of the other. Their errors are then opposite, $\delta\mu(-F)=-\delta\mu(F)$, and they add in the central difference. For CO$_2$ at $F=\pm0.01$, the two prematurely stopped dipoles cancelled to about $10^{-14}$. The worst-case sum is safe because it assumes nothing about how the four errors are related.

### The balanced field

Up to terms of order $F^6$, the error is bounded by

$$
b(F)=\frac{|\varepsilon|F^4}{30}+\frac{3\eta}{2F}.
$$

The first term grows with the field and the second falls, so there is one minimum. Setting the derivative to zero gives

$$
\frac{4|\varepsilon|F^3}{30}=\frac{3\eta}{2F^2}
\quad\Longrightarrow\quad
F_*=\left(\frac{45\,\eta}{4|\varepsilon|}\right)^{1/5}.
$$

To find the bound there, insert $|\varepsilon|F_*^5=45\eta/4$ into the truncation term, which becomes $3\eta/(8F_*)$. Hence

$$
b(F_*)=\frac{3\eta}{8F_*}+\frac{12\eta}{8F_*}=\frac{15\,\eta}{8F_*}.
$$

One fifth of the bound is truncation and four fifths is noise. At a field $xF_*$ the bound changes by the factor $x^4/5+4/(5x)$. This is 3.6 for a doubled field but 1.6 for a halved one, so an uncertain estimate should err towards the weaker field. The fifth root is forgiving: an $\varepsilon$ wrong by a factor of two moves $F_*$ by at most 15 per cent.

For a single central difference the corresponding bound is $|\gamma|F^2/6+\eta/F$. Its derivative vanishes when $|\gamma|F/3=\eta/F^2$, so

$$
F_{\rm c}=\left(\frac{3\eta}{|\gamma|}\right)^{1/3},\qquad
b_{\rm c}=\frac{\eta}{2F_{\rm c}}+\frac{\eta}{F_{\rm c}}=\frac{3\eta}{2F_{\rm c}}.
$$

The least bound falls as $\eta^{2/3}$ for the single difference and as $\eta^{4/5}$ for the extrapolation. Tighter convergence thus pays more in the second case. For very noisy dipoles the order reverses, because $\eta^{4/5}$ grows faster than $\eta^{2/3}$. The two bounds are equal when $F_*=\tfrac54F_{\rm c}$.

### Is doubling the field the best choice?

For a general ratio $s>1$ of the two fields, the same cancellation gives

$$
R_s=\frac{s^2D(F)-D(sF)}{s^2-1}
=\alpha-\frac{s^2\varepsilon F^4}{120}+O(F^6),
$$

because $(s^2-s^4)/(s^2-1)=-s^2$. The noise bound is $B\eta/F$ with

$$
B=\frac{s^2+1/s}{s^2-1}=\frac{s^3+1}{s(s^2-1)}=\frac{s^2-s+1}{s(s-1)},
$$

where the common factor $s+1$ has been removed. Write the truncation bound as $AF^4$, with $A=s^2|\varepsilon|/120$. The minimum of $AF^4+B\eta/F$ lies at $F^5=B\eta/(4A)$ and equals

$$
\frac54\,\frac{B\eta}{F}=\frac54\,(4A)^{1/5}(B\eta)^{4/5}.
$$

Its dependence on $s$ is $s^{2/5}B^{4/5}=(\sqrt s\,B)^{4/5}$. It remains to minimize $\sqrt s\,B$. With $s=q^2$ and $w=q-1/q$,

$$
\sqrt s\,B=\frac{q^4-q^2+1}{q(q^2-1)}
=\frac{q^2-1+q^{-2}}{q-q^{-1}}
=\frac{w^2+1}{w}=w+\frac1w .
$$

The least value, 2, occurs at $w=1$. Then $q^2-q-1=0$, so $q$ is the golden ratio and $s=q^2\approx2.618$. For $s=2$ one has $w=1/\sqrt2$ and $w+1/w=2.121$. The optimum ratio lowers the bound by the factor $(2/2.121)^{0.8}=0.954$, a gain of less than 5 per cent. It also raises the stronger of the two fields by about 13 per cent, which brings higher terms closer. Doubling is a sound choice.

### Where the noise comes from

The bound needs a value for $\eta$. For closed-shell Hartree–Fock theory with real orbitals, $\eta$ can be derived from the convergence threshold.

Let an unconverged occupied orbital be $\phi_i+\sum_a x_{ai}\phi_a$, where $\phi_i$ and $\phi_a$ are converged occupied and virtual orbitals and $x$ is small. With two electrons per orbital, the density changes by $2\sum_{ai}x_{ai}(\phi_a\phi_i+\phi_i\phi_a)$. The electron has charge $-1$, so for a field along $z$

$$
\delta\mu=-4\sum_{ai}z_{ai}x_{ai}\equiv-4\,z\cdot x .
$$

The virtual–occupied block of the Fock matrix, zero at convergence, becomes $Mx$ to first order. Here

$$
M_{ai,bj}=(e_a-e_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi),
$$

where $e$ are orbital energies. The first term comes from rotating the orbitals. The others are the Coulomb and exchange response to the changed density. The orbital gradient used to judge convergence is taken as $g=2Mx$, twice this Fock block. Let $X$ solve $MX=z$. Since $M$ is symmetric,

$$
\delta\mu=-4\,z\cdot\tfrac12M^{-1}g=-2\,X\cdot g,
\qquad
|\delta\mu|\le 2\|X\|\,\|g\| .
$$

The last step is the Cauchy–Schwarz inequality. Here $\|g\|$ is the Euclidean norm over all occupied–virtual pairs. A threshold on the root-mean-square or the largest element of $g$ bounds this norm only after multiplication by the square root of the number of pairs, about 25 for the CO$_2$ example below. If the iterations stop at $\|g\|\le\tau$, then to leading order

$$
\eta=\kappa\tau,\qquad \kappa=2\|X\|.
$$

The dipole error is linear in the orbital error. The energy error is quadratic, because the energy is stationary. An energy that has settled to many digits therefore does not guarantee a dipole of the same quality.

The vector $X$ also describes the response to the field. The perturbation for electrons is $+Fz$, so stationarity requires $Mx+Fz=0$, or $x=-FX$. Substitution in $\delta\mu$ gives $\alpha=4\,z\cdot X$, the coupled-perturbed polarizability. A program that can solve for $X$ needs no finite differences. Where it cannot, the norm of $X$ is still available from the density matrix $P$. In an orthonormal basis, the squared norm of the first-order change is $4\cdot2\|x\|^2=8F^2\|X\|^2$, which gives

$$
\kappa\approx\frac{\|P(F)-P(0)\|}{\sqrt2\,F}.
$$

In an atomic-orbital basis with overlap matrix $S$, the squared norm is $\mathrm{tr}(\Delta P\,S\,\Delta P\,S)$, where $\Delta P=P(F)-P(0)$.

### A pilot calculation for the fifth derivative

Two field strengths determine $\alpha$ and an estimate of $\gamma$, but not $\varepsilon$. A pilot at $h$, $2h$ and $4h$ supplies it. From the error of $R$,

$$
R(2h)-R(h)=-\frac{(16-1)\varepsilon h^4}{30}=-\frac{\varepsilon h^4}{2},
$$

up to higher terms. Noise also enters this difference. Since it equals $[5D(2h)-D(4h)-4D(h)]/3$ and the noise in $D(kh)$ is at most $\eta/(kh)$, the noise in it is at most

$$
\frac{\eta}{3h}\left(\frac52+\frac14+4\right)=\frac{9\eta}{4h}.
$$

A cautious estimate adds this allowance:

$$
|\varepsilon|_{\rm used}=\frac{2|R(2h)-R(h)|}{h^4}+\frac{9\eta}{2h^5}.
$$

The procedure for each field direction is then:

1. Choose $\tau$ and $h$, and run the pilot with that threshold.
2. Obtain $\kappa$ from the density change at $h$, and set $\eta=\kappa\tau$.
3. Estimate $|\varepsilon|_{\rm used}$, compute $F_*$ and take $F=F_*$. Since $|\varepsilon|_{\rm used}\ge9\eta/(2h^5)$, this field cannot exceed $(5/2)^{1/5}h\approx1.2h$, and $2F$ stays within the pilot range. If $F_*$ comes out close to $1.2h$, the noise allowance dominates the estimate: repeat the pilot with a larger $h$ or a tighter threshold.
4. Compute the dipoles at $\pm F$ and $\pm2F$, form $R(F)$, and report it with $b(F)$.

### Carbon dioxide

The example is linear CO$_2$ with both C–O distances set to 2.2 bohr, treated by restricted Hartree–Fock theory in the aug-cc-pVDZ basis. The gradient threshold is $\tau=10^{-6}$ and the pilot step is $h=0.01$. Inversion symmetry gives $\mu(-F)=-\mu(F)$, so runs at positive fields suffice.

For the field along the axis, the pilot density gives $\kappa=5.64$ and hence $\eta=5.64\times10^{-6}$. The pilot difference gives $4.03\times10^5$ for $|\varepsilon|$. The noise allowance is $4.5\,(5.64\times10^{-6})/10^{-10}=2.54\times10^5$, so $|\varepsilon|_{\rm used}=6.57\times10^5$. The balanced field is

$$
F_*=\left(\frac{11.25\times5.64\times10^{-6}}{6.57\times10^5}\right)^{1/5}=0.00993 .
$$

The two central differences at $F_*$ and $2F_*$ are 23.81843 and 23.84603. Therefore

$$
\alpha_\parallel=\frac{4(23.81843)-23.84603}{3}=23.8092,
$$

with bound $15\eta/(8F_*)=1.1\times10^{-3}$. Solving $MX=z$ directly gives 23.8094, so the actual error is $-1.4\times10^{-4}$.

For a perpendicular field, $\kappa=3.43$ and $|\varepsilon|_{\rm used}=4.05\times10^5$ give $F_*=0.00991$. The differences 11.31883 and 11.33965 yield

$$
\alpha_\perp=\frac{4(11.31883)-11.33965}{3}=11.3119,
$$

with bound $6.5\times10^{-4}$. The mean is $(\alpha_\parallel+2\alpha_\perp)/3=15.478$, or 2.29 Å$^3$, with a numerical bound of $8\times10^{-4}$ atomic units.

In both directions $F_*$ lies within one per cent of $h$. The pilot fields were already nearly balanced, and the production runs changed little. They matter more when $h$ is too large, because $F_*$ then falls well below it. When $h$ is too small, $F_*$ stays between about $1.05h$ and $1.2h$, depending on how much noise enters the pilot difference, and the remedy is a new pilot.

### Reading the errors

With threshold, molecule and direction held fixed, the axial extrapolation at three fields gives:

| $F$ | actual error | bound |
|---|---:|---:|
| 0.00124 | $-0.7\times10^{-4}$ | $6.8\times10^{-3}$ |
| 0.00993 | $-1.4\times10^{-4}$ | $1.1\times10^{-3}$ |
| 0.02000 | $-21.6\times10^{-4}$ | $3.9\times10^{-3}$ |

The weakest field happens to give the smallest actual error, although its bound is six times larger than at balance. The balanced field minimizes the estimated bound, not the error of a particular run.

The terms can be separated with more tightly converged dipoles. Fitting three odd-order terms beyond the known $\alpha$ at fields 0.01, 0.02 and 0.04 gives $\gamma=550$ and $\varepsilon=3.7\times10^5$. These values belong to this basis: in aug-cc-pVTZ with density-fitted integrals $\gamma$ is about 700, and a three-field estimate of $\varepsilon$ rises from $4.0\times10^5$ to $6.4\times10^5$. The leading truncation error at $F_*$ is then $-\varepsilon F_*^4/30=-1.2\times10^{-4}$, most of the observed error. The remainder, about $2\times10^{-5}$, combines noise and higher terms. It is far below the noise allowance $3\eta/(2F_*)=8.5\times10^{-4}$.

Part of this margin has a clear origin. The Cauchy–Schwarz bound is reached only if $g$ is parallel to $X$. Among the iterates examined at the three pilot fields, with gradient norms between $10^{-7}$ and $10^{-3}$, the dipole error never exceeded 0.26 of $\kappa\|g\|$. A stopped run may also end well below its threshold.

A single central difference at its own balanced field does less well here. The pilot estimate $\gamma\approx2[D(2h)-D(h)]/h^2=560$ gives $F_{\rm c}=0.0031$, with bound $2.7\times10^{-3}$ and actual error $8.2\times10^{-4}$. Extrapolation lowers the bound by a factor of 2.5. The pilot $\gamma$ exceeds 550 because it contains $\varepsilon h^2/4\approx9$.

Equating the two optimized bounds with the fitted derivatives puts their crossover near $\eta=0.014$, where $F_*$ would be about 0.05. That exceeds the largest pilot field, so the figure is only indicative. It suggests that the single difference becomes competitive only for very poorly converged dipoles of this molecule.

### Relation to real dielectrics

The bound covers the numerical derivative alone. The fields are a numerical device: 0.01 to 0.04 atomic units is about 50 to 200 MV/cm, far above the breakdown field of silica, roughly 10 MV/cm. The chosen bond length is close to that of the real molecule, but the measured mean polarizability at optical frequencies is roughly 2.6 Å$^3$, so this calculation is low by a little more than a tenth. It omits electron correlation, and its basis is incomplete: in aug-cc-pVTZ with density-fitted integrals $\alpha_\parallel$ becomes 23.82, $\alpha_\perp$ 11.86 and the mean 15.85, or 2.35 Å$^3$, a shift several hundred times the numerical bound. It also omits the vibrational response, which contributes to a static polarizability but hardly at optical frequencies, and the slight rise of the electronic response between zero and optical frequency. For an isotropic material of separate molecules, the Clausius–Mossotti relation $(k-1)/(k+2)=4\pi N\alpha/3$, with number density $N$, turns a small relative error in $\alpha$ into

$$
\Delta k=\frac{(k-1)(k+2)}{3}\,\frac{\Delta\alpha}{\alpha}.
$$

At $k=2.5$, a value in the range of low-$k$ films, a ten per cent error in $\alpha$ shifts $k$ by about 0.2. The numerical error found here is negligible beside that. Real interlayer dielectrics also break the assumption of separate molecules with purely electronic response. In silica, the electronic part of the dielectric constant is roughly 2.1 and the static value roughly 3.9; the difference comes from the motion of the ions.

### When the result cannot be trusted

The derivation fails if the self-consistent solution switches to another state between $F$ and $2F$, or if the field draws electrons into diffuse basis functions far from the molecule. Higher terms then need not decrease, and the estimate of $\varepsilon$ can change strongly with $h$. Repeating the pilot with a smaller $h$ and a tighter threshold can reveal this. The relation $\eta=\kappa\tau$ also needs iterates close enough to convergence for the linear response to hold, and a threshold applied to the orbital gradient itself. If the program stops on energy changes alone, the relation gives no value for $\eta$. Converging one dipole further shows the error of that dipole only; the errors at other fields can be much larger.
